\section*{Comment on a plasma explanation of nanosecond laser annealing of silicon}

\section{The argument under review}

The manuscript considers a silicon wafer whose surface has been made amorphous by ion implantation. One ultraviolet pulse of 25 ns leaves the layer crystalline and aligned with the wafer below. The authors explain this in four steps.

\begin{enumerate}
\item The light is absorbed by electrons and creates a dense electron--hole plasma.
\item The plasma weakens the covalent bonds, so that atoms can move to lattice sites while the lattice stays cool.
\item The surface reflects a red probe beam like a metal for tens of nanoseconds after the pulse. The authors take this as a sign that the plasma persists.
\item A hot solid could not recrystallize so thick a layer in so short a time, so heat is excluded as the cause.
\end{enumerate}

Step 1 is correct, and the bond weakening in step 2 is possible at sufficient density. The explanation depends on two quantities that the manuscript does not estimate: how long the energy stays with the carriers, and how long a dense plasma survives. Step 4 also omits a possibility, since heat can melt the layer. I examine these points in turn.

The numbers below use round model parameters of silicon's size, not fitted data. The pulse is flat-topped, with duration $t_p=25$ ns and incident fluence $\Phi=1\ \mathrm{J/cm^2}$. The solid reflects a fraction $R=0.6$ of it. While the surface is solid, the absorbed intensity is
\begin{equation}
I=\frac{(1-R)\Phi}{t_p}=\frac{0.4\times10^4}{25\times10^{-9}}
=1.6\times10^{11}\ \mathrm{W/m^2}.
\end{equation}

\section{How long do the carriers keep the energy?}

Let $U$ be the excess energy of the hot carriers per unit area, and let them pass it to the lattice with relaxation time $\tau=1$ ps. I count all the absorbed power as excess energy; part of it is really stored as band-gap energy, so this can only overstate $U$. Then
\begin{equation}
\frac{dU}{dt}=I-\frac{U}{\tau},\qquad U(0)=0
\quad\Rightarrow\quad U(t)=I\tau\left(1-e^{-t/\tau}\right).
\end{equation}
Divided by the absorbed energy $It_p$, the excess at the end of the pulse is
\begin{equation}
\frac{U(t_p)}{It_p}=\frac{\tau}{t_p}\left(1-e^{-t_p/\tau}\right)
\simeq\frac{1\ \mathrm{ps}}{25\,000\ \mathrm{ps}}=4\times10^{-5}.
\label{eq:hot}
\end{equation}
For $t_p\ll\tau$ the same expression tends to one. A femtosecond pulse can therefore leave nearly all the excess energy in the carriers for a moment, and nonthermal disordering is then possible. That result cannot be carried over to a pulse 25\,000 times longer than $\tau$.

Cooled pairs still store the band-gap energy. To estimate it, grant the authors a solid that never melts. Let $n(x)$ be the pair density at depth $x$, $D_a=10^{-3}\ \mathrm{m^2/s}$ the pair diffusivity, and $Cn^3$ the Auger loss rate, with $C=4\times10^{-43}\ \mathrm{m^6/s}$. Each photon of 4 eV creates one pair close to the surface, so the pair flux is $F=I/(4\ \mathrm{eV})=2.5\times10^{29}\ \mathrm{m^{-2}s^{-1}}$. In the steady state,
\begin{equation}
D_a n''=Cn^3,\qquad -D_a n'(0)=F.
\end{equation}
Try $n=n_0/(1+x/\ell)$, for which $n''=2n_0\ell^{-2}(1+x/\ell)^{-3}$. Both sides have the same dependence on $x$, and equating the coefficients gives
\begin{equation}
\frac{2D_an_0}{\ell^2}=Cn_0^3
\quad\Rightarrow\quad \ell=\frac{1}{n_0}\sqrt{\frac{2D_a}{C}}.
\end{equation}
The surface condition then fixes $n_0$:
\begin{equation}
F=\frac{D_an_0}{\ell}=n_0^2\sqrt{\frac{CD_a}{2}}
\quad\Rightarrow\quad n_0^2=F\sqrt{\frac{2}{CD_a}}.
\end{equation}
This yields $n_0=1.3\times10^{26}\ \mathrm{m^{-3}}$ and $\ell=530$ nm. The integral of this profile over all depths diverges logarithmically, so the stored energy must come from the time-dependent equation. Counting 1.1 eV plus $3k_BT_m$ per pair, with $T_m=1700$ K the melting temperature, the plasma holds 1.4\% of the absorbed energy at the end of the pulse. Auger recombination does not remove the rest from the wafer: it hands the gap energy to another carrier, which heats the lattice. With radiative losses neglected, nearly all the absorbed energy is lattice heat by then.

\section{Can a plasma produce the long reflectivity signal?}

After the pulse the light supplies no more pairs. In the cool lattice that the authors assume, thermal generation is negligible too, and
\begin{equation}
\frac{\partial n}{\partial t}=D_a\frac{\partial^2n}{\partial x^2}-Cn^3.
\end{equation}
Let $M(t)$ be the largest density at time $t$ after the pulse. At a maximum the diffusion term cannot be positive, and this also holds at the surface because no pairs cross it. Hence $dM/dt\le-CM^3$, and
\begin{equation}
\frac{d}{dt}M^{-2}=-2M^{-3}\frac{dM}{dt}\ge2C
\quad\Rightarrow\quad M(t)\le\frac{1}{\sqrt{2Ct}}.
\label{eq:bound}
\end{equation}
The initial density has dropped out, so a stronger pulse does not evade the bound.

A collisionless plasma in a medium of background permittivity $\varepsilon_b$ has $\varepsilon=\varepsilon_b-ne^2/(\varepsilon_0m^*\omega^2)$ at probe frequency $\omega$. It becomes strongly reflecting near $\varepsilon=0$, that is, near
\begin{equation}
n_c=\frac{\varepsilon_0\varepsilon_bm^*\omega^2}{e^2}.
\end{equation}
For a 633 nm probe, $\varepsilon_b=15$ and $m^*=0.2\,m_e$, this is $8.3\times10^{27}\ \mathrm{m^{-3}}$. With a collision time of 1 fs, a reflectivity of 0.7 needs even more, $1.5\times10^{28}\ \mathrm{m^{-3}}$.

Take 35 ns as the time for which the signal must outlast the pulse; the melting calculation below gives this value. Equation (\ref{eq:bound}) then allows at most $6.0\times10^{24}\ \mathrm{m^{-3}}$, a factor of 1390 below $n_c$. Since the bound varies as $C^{-1/2}$, persistence at $n_c$ would require $C$ to be smaller by at least $1390^2\approx1.9\times10^6$.

The authors may reply that the cubic law fails in a very dense plasma. Suppose, then, that the loss rate per pair stops rising at the density $n_0$ found above. Its value there is
\begin{equation}
Cn_0^2=4\times10^{-43}\,(1.33\times10^{26})^2
\approx7\times10^{9}\ \mathrm{s^{-1}},
\end{equation}
a lifetime of about 0.14 ns. A plasma starting at $n_c$ would fall to $n_0$ within $0.14\ln(n_c/n_0)\approx0.6$ ns, still far short of 35 ns. The objection to step 3 therefore does not rest on extrapolating the cubic law up to $n_c$. Nor would a hot lattice remove it. Near the melting point, thermal generation keeps more pairs than the bound allows, but only some $10^{25}$ to $10^{26}\ \mathrm{m^{-3}}$, still far below $n_c$.

\section{What does the heat do?}

Let $\kappa=30$ W/(m\,K) be the thermal conductivity, $c=2\times10^6\ \mathrm{J/(m^3K)}$ the heat capacity per volume, and $D=\kappa/c=1.5\times10^{-5}\ \mathrm{m^2/s}$, equal in solid and liquid. Heat flow is one-dimensional, and all absorbed energy is taken to become heat at the surface. This is a simplification while the surface is solid: in the pair model above, the gap energy (1.1 of each 4 eV) is released by Auger recombination over a depth of order $\ell$, comparable to $\sqrt{Dt_p}\approx0.6\ \mu$m. Depositing it there would raise the threshold found below by about 15\%, to $0.44\ \mathrm{J/cm^2}$. An areal energy $Q$ released at an insulated surface raises the surface temperature after time $t$ by $2Q/(c\sqrt{4\pi Dt})=Q/(c\sqrt{\pi Dt})$; the factor 2 arises because heat spreads to one side. Summing over a constant intensity gives
\begin{equation}
\Delta T_s=\int_0^t\frac{I\,ds}{c\sqrt{\pi D(t-s)}}
=\frac{2I\sqrt t}{c\sqrt{\pi D}}
=2I\sqrt{\frac{t}{\pi\kappa c}},
\end{equation}
where the last step uses $c^2D=\kappa c$. The wafer starts at 300 K, so melting needs $\Delta T_m=1400$ K. Solving for the time,
\begin{equation}
t_m=\frac{\pi\kappa c\,\Delta T_m^2}{4I^2}=3.6\ \mathrm{ns}.
\end{equation}
The surface reaches the melting point early in the pulse. The threshold fluence follows from $t_m=t_p$ with $I=(1-R)\Phi_{\rm th}/t_p$:
\begin{equation}
\Phi_{\rm th}=\frac{\Delta T_m\sqrt{\pi\kappa c\,t_p}}{2(1-R)}
=\frac{1400\times2.17}{0.8}\ \mathrm{J/m^2}
=0.38\ \mathrm{J/cm^2}.
\end{equation}
In the numerical heat-flow solution, a pulse 3\% below this value does not melt the surface and one 3\% above does.

Beyond threshold the latent heat $L=4\times10^9\ \mathrm{J/m^3}$ matters. I solve $\partial H/\partial t=\kappa\,\partial^2T/\partial x^2$ for the enthalpy $H$ per volume, holding $T=T_m$ while $H$ rises by $L$. The reflectivity goes from 0.6 to the liquid value 0.7 as the top cell melts. At $1\ \mathrm{J/cm^2}$ the melt reaches 219 nm. The surface is liquid for 56 ns and freezes 35 ns after the pulse ends. Doubling the grid spacing changes the depth and the freezing time by less than 4\%. The 5 nm cell also sets the liquid thickness over which the reflectivity switches; choosing 0 or 10 nm instead moves the depth by about 2 nm and the times by about 0.5 ns.

Liquid silicon is metallic, so it supplies the high reflectivity of step 3 until a few nanoseconds before the surface freezes, when the remaining liquid becomes too thin to reflect like bulk metal. No surviving electron--hole plasma is needed.

\section{How does the crystal return?}

When the front freezes a thickness $v\,dt$, it releases heat $Lv\,dt$ per area. If the liquid is nearly isothermal, this heat leaves through the solid, where the temperature falls with depth at the rate $G$:
\begin{equation}
Lv=\kappa G.
\label{eq:stefan}
\end{equation}
Between three quarters and one quarter of the maximum depth, the computed mean gradient is $9.1\times10^8$ K/m. Equation (\ref{eq:stefan}) gives $30\times9.1\times10^8/(4\times10^9)=6.8$ m/s, and the front positions give the same speed within 1\%.

A limiting case shows the role of the heated substrate. Let liquid at $T_m$ occupy $x<h$ and cold solid at 300 K occupy $x>h$. Put $y=x-h$, and let the front move to $y=-2\lambda\sqrt{Dt}$. The solid temperature that satisfies the heat equation, equals $T_m$ at the front and tends to 300 K far below is
\begin{equation}
T=300\ \mathrm K+\Delta T_m
\frac{\operatorname{erfc}\!\left(y/2\sqrt{Dt}\right)}
{\operatorname{erfc}(-\lambda)}.
\end{equation}
Its gradient at the front and the front speed are
\begin{equation}
G=\frac{\Delta T_m\,e^{-\lambda^2}}
{\sqrt{\pi Dt}\,(1+\operatorname{erf}\lambda)},
\qquad v=\lambda\sqrt{\frac Dt},
\end{equation}
since $\operatorname{erfc}(-\lambda)=1+\operatorname{erf}\lambda$. Insert both in (\ref{eq:stefan}), multiply by $\sqrt{t/D}$ and use $\kappa/D=c$:
\begin{equation}
\sqrt\pi\,\lambda e^{\lambda^2}(1+\operatorname{erf}\lambda)
=\frac{c\Delta T_m}{L}=0.7,\qquad\lambda=0.279.
\end{equation}
All the liquid freezes in $t_c=h^2/(4\lambda^2D)$. The front moves from $h/4$ to $3h/4$ above its starting point between $t_c/16$ and $9t_c/16$, so its mean speed there is $(h/2)/(t_c/2)=4\lambda^2D/h$. For $h=219$ nm this is 21 m/s, three times the speed after the pulse. By (\ref{eq:stefan}), the slower regrowth means a smaller gradient: the real pulse has already warmed the solid beneath the melt.

Heat flow determines the motion of the front, not the order of the atoms behind it. Epitaxy needs two further conditions. First, the melt must pass through the amorphous layer and touch crystal. For a 150 nm layer, the model gives these maximum depths:
\begin{center}
\begin{tabular}{cc}
Fluence ($\mathrm{J/cm^2}$) & Melt depth (nm)\\
0.6 & 57\\
0.8 & 139\\
1.0 & 219
\end{tabular}
\end{center}
The first two rows were computed with 10 nm cells, and finer cells lower them by a few nanometres. In the model, the melt at 0.6 stops well inside the amorphous layer and touches no crystalline seed. The case 0.8 falls roughly 10\% short of the layer thickness, which is too close for a model of this simplicity to decide. Second, the front must be slow enough for atoms to find lattice sites. For the (001) surface of silicon the limit is very roughly 15 m/s, a measured size that this calculation does not derive; other orientations can form defects at lower speeds. The computed 6.8 m/s lies below it.

The model omits the lower melting point and conductivity of amorphous silicon, the heat released when it crystallizes, and the undercooling of the moving front. These can change the results substantially. It also holds $\kappa$ and $c$ fixed; with the temperature-dependent values of crystalline silicon and the higher conductivity of the liquid, the threshold becomes about $0.41\ \mathrm{J/cm^2}$, the depth at $1\ \mathrm{J/cm^2}$ about 207 nm and the freezing time after the pulse about 31 ns, while the regrowth speed stays near 7 m/s. In particular, a poorly conducting amorphous layer traps the heat, so its surface can melt well below $0.38\ \mathrm{J/cm^2}$, and the melt at 0.6 can go much deeper, perhaps as far as the crystal. The table illustrates that a melt may stop short of the seed; it does not give the fluence at which a real melt reaches it.

\section{Could the solid have done it without melting?}

Here the authors' step 4 is right. Take the solid-phase regrowth speed as $v_s=v_0e^{-E_a/k_BT}$, with $v_0=3\times10^6$ m/s and $E_a=2.7$ eV. Integrated over the surface temperature for a pulse 3\% below threshold, which peaks at 1657 K, it gives 0.06 nm of regrowth. Even at 1700 K, where $k_BT=0.1465$ eV,
\begin{equation}
v_s=3\times10^6\,e^{-2.7/0.1465}\approx0.03\ \mathrm{m/s},
\end{equation}
and 150 nm would take about 5 $\mu$s. Longer heating can thus crystallize the layer in the solid state; this pulse cannot. What step 4 excludes is heating without melting, not heating.

Dopants offer a separate check. For a concentration $p$ obeying $\partial p/\partial t=D_l\,\partial^2p/\partial x^2$, with normalized total and fixed mean $\bar x$, two integrations by parts give
\begin{equation}
\frac{d\sigma^2}{dt}=D_l\int(x-\bar x)^2\,
\frac{\partial^2p}{\partial x^2}\,dx
=2D_l\int p\,dx=2D_l,
\end{equation}
provided that boundary terms vanish. Let the dopants be centred at 100 nm with initial width 30 nm. That depth is liquid for 26.9 ns, and with $D_l=10^{-8}\ \mathrm{m^2/s}$,
\begin{equation}
\sigma=\sqrt{30^2+2\times10\times26.9}\ \mathrm{nm}
\approx38\ \mathrm{nm},
\end{equation}
where $D_l=10\ \mathrm{nm^2/ns}$. The formula ignores the surface and the variation of melt time with depth. A diffusion calculation that includes both, and lets dopants move in the liquid alone, also gives 38 nm, with the width inferred from the peak height.

In the solid, with a diffusivity of $10^{-15}\ \mathrm{m^2/s}$, the diffusion length over the same time is 0.007 nm. To imitate the broadening in that time, a plasma would have to raise the solid diffusivity by a factor of $10^7$, to the liquid value. Acting over the full 60 ns of pulse and signal, it would still need a factor of more than four million.

\section{Requested revision}

The attribution to plasma repair should be withdrawn for these above-threshold nanosecond pulses. To defend another mechanism, the authors would need to show a carrier loss rate compatible with the reflectivity signal and account for where the absorbed energy goes. They should also report dopant profiles before and after the pulse, and the fluence at which the regrown layer first becomes epitaxial, since melting ties both to the same front motion.

\section*{Computed results}
\begin{verbatim}
Initial temperature: 300 K
Melting temperature: 1700 K
Thermal conductivity: 30 W/(m K)
Heat capacity per volume: 2e+06 J/(m3 K)
Latent heat per volume: 4e+09 J/m3
Solid reflectivity: 0.6
Liquid reflectivity: 0.7
Pulse length: 25 ns
Main incident fluence: 1 J/cm2
Amorphous thickness: 150 nm
Threshold fluence: 0.3799 J/cm2
Peak at 0.97 threshold: 1657 K
Melt onset, formula: 3.608 ns
Melt onset, simulation: 3.688 ns
Absorbed energy, main pulse: 0.317 J/cm2
Peak surface temperature: 2487 K
Melt depth at 0.6 J/cm2: 57.13 nm
Melt depth at 0.8 J/cm2: 139.1 nm
Melt depth at 1.0 J/cm2: 219.4 nm
Surface melt duration: 55.99 ns
Melt time after pulse: 34.68 ns
Mean regrowth speed: 6.773 m/s
Mean solid-side gradient: 9.104e+08 K/m
Speed from gradient: 6.828 m/s
Cold-substrate lambda: 0.2794
Cold-substrate speed, same depths: 21.35 m/s
Freezing-front test error: 0.08934 nm
Liquid dopant diffusivity: 1e-08 m2/s
Solid dopant diffusivity: 1e-15 m2/s
Dopant peak depth: 100 nm
Melt duration at dopant peak: 26.91 ns
Initial dopant width: 30 nm
Final width, formula: 37.92 nm
Final width, simulation: 37.73 nm
Solid diffusion length: 0.007337 nm
Solid epitaxy prefactor: 3e+06 m/s
Solid epitaxy activation energy: 2.7 eV
Sub-threshold solid regrowth: 0.05524 nm
Carrier relaxation time: 1 ps
Hot-carrier energy fraction: 4e-05
Photon energy: 4 eV
Auger coefficient: 4e-43 m6/s
Pair diffusivity: 0.001 m2/s
Surface pair density, formula: 1.329e+26 m^-3
Surface pair density, simulation: 1.329e+26 m^-3
Pair decay length: 532.2 nm
Pair energy fraction: 0.01354
Probe wavelength: 633 nm
Background permittivity: 15
Effective mass ratio: 0.2
Critical plasma density: 8.347e+27 m^-3
Density needed with 1 fs collisions: 1.546e+28 m^-3
Density bound at melt end: 6.004e+24 m^-3
Slab density at melt end: 3.678e+24 m^-3
Critical density / bound: 1390
Required reduction of Auger coefficient: 1.933e+06
\end{verbatim}
